# Wavenumber from two coincident quantum-well states in films of different thickness

## The problem

A metal is grown layer by layer on a substrate that reflects electrons in some energy window. The layer spacing is $d$. At zero in-plane momentum, a film of 8 layers and a film of 13 layers each have a quantum-well state at the same energy $E$. The state in the thinner film has 6 nodes, and the state in the thicker film has 10. Nothing is known about the phases with which the electron is reflected at the substrate and at the vacuum.

What is the wavenumber $k$ normal to the film at this energy? What do the data say about the reflection phases, and at which other thicknesses does a state return to this energy?

## A tempting solution

Treat the film as a box with hard walls. A standing wave with $n$ nodes between the walls consists of $n+1$ half wavelengths, so

$$
k\,Nd=(n+1)\pi .
$$

The 8-layer film gives $k=(7/8)\,\pi/d=0.875\,\pi/d$, and the 13-layer film gives $k=(11/13)\,\pi/d=0.846\,\pi/d$. The two values differ by about 3 %, which looks like ordinary scatter, and their mean is $k\approx0.86\,\pi/d$.

## Where it fails

The two films are made of the same crystal, and the two states have the same energy. In a band whose energy rises steadily with $k$, as is assumed here, each energy has only one $k$, so the two values must be equal. (In a real metal, a hybridised band can turn over and have two wavenumbers at one energy. The condition derived below does not apply there as it stands.) Their difference is a contradiction in the model, and taking a mean does not remove it.

The fault lies in the walls. A hard wall forces the wave to vanish at the film edge, which fixes the reflection phase at $-\pi$. At a barrier of finite height the wave leaks out, and the phase is different. The box formula thus contains two phases that the problem calls unknown. Replacing them by zero does not remove the contradiction: $k=n\pi/(Nd)$ gives $0.750\,\pi/d$ and $0.769\,\pi/d$, which again disagree.

The remedy is to keep the phases as unknowns and use the second film to remove them.

## The standing-wave condition

Let the film occupy $0<z<Nd$, with the substrate on the left and the vacuum on the right. At energy $E$ the crystal has two Bloch waves, $\psi_k$ and $\psi_{-k}=\psi_k^*$, with

$$
\psi_{\pm k}(z+d)=e^{\pm ikd}\,\psi_{\pm k}(z),\qquad 0<k<\pi/d .
$$

The state is taken to lie in the lowest band, where $\psi_k$ carries current to the right.

At the substrate, $\psi_{-k}$ arrives and $r_s\psi_k$ leaves. Up to a constant factor, the wave in the film is therefore

$$
\psi(z)=\psi_{-k}(z)+r_s\,\psi_k(z).
$$

To apply the condition at the vacuum side, refer both waves to that edge. Crossing $N$ cells gives $\psi_{\pm k}(z)=e^{\pm ikNd}\psi_{\pm k}(z-Nd)$, so

$$
\psi(z)=e^{-ikNd}\,\psi_{-k}(z-Nd)+r_s\,e^{ikNd}\,\psi_k(z-Nd).
$$

Here $\psi_k$ arrives and $\psi_{-k}$ leaves. The amplitude of the leaving wave must be $r_v$ times that of the arriving wave:

$$
e^{-ikNd}=r_v r_s\,e^{ikNd}
\quad\Longrightarrow\quad
r_s r_v\,e^{2ikNd}=1 .
$$

Outside the film the electron has no propagating state at this energy. No current escapes, so $|r_s|=|r_v|=1$, and one may write $r_s=e^{i\phi_s}$ and $r_v=e^{i\phi_v}$. The product equals one when its phase is a multiple of $2\pi$:

$$
2k(E)\,Nd+\phi_s(E)+\phi_v(E)=2\pi n .
\tag{1}
$$

## Why $n$ is the number of nodes

The data are node counts, so the integer in (1) has to be tied to them. Write $\psi_k=|\psi_k|e^{i\theta(z)}$. The current is proportional to $|\psi_k|^2\,\theta'$. It is the same at every $z$ and is positive inside the band. Hence $\psi_k$ has no zeros and $\theta$ grows steadily. For a free electron $\theta=kz$, which grows by $kd$ per layer. Bloch's theorem would also allow $kd$ plus a multiple of $2\pi$, but that multiple cannot jump while the lattice potential is turned on gradually, because $\psi_k$ never vanishes. In the lowest band the growth therefore stays $kd$.

Assume that each cell is mirror symmetric and that the film ends at cell boundaries. Then one can choose $\theta(0)=0$, and $|\psi_k|$ has zero slope there. The standing wave becomes

$$
\psi=|\psi_k|\left(e^{-i\theta}+e^{i\phi_s+i\theta}\right)
=2e^{i\phi_s/2}\,|\psi_k|\cos\!\left(\theta+\tfrac12\phi_s\right).
$$

To find the range of the phases, match the wave at the vacuum edge to an outer solution with $\psi'/\psi=-\kappa$, where $\kappa>0$. With $g=\theta'(0)>0$, the arriving wave has logarithmic derivative $ig$ at the edge and the leaving wave has $-ig$. Matching gives

$$
ig(1-r_v)=-\kappa(1+r_v)
\;\Longrightarrow\;
r_v=\frac{g-i\kappa}{g+i\kappa},
\qquad
\phi_v=-2\arctan\frac{\kappa}{g}.
\tag{2}
$$

The substrate obeys the same formula with its own $\kappa$. Both phases lie between $-\pi$ and $0$, and the hard wall is the limit $\kappa\to\infty$.

The argument of the cosine starts at $\phi_s/2$, which lies between $-\pi/2$ and $0$. By (1) it ends at $kNd+\phi_s/2=n\pi-\phi_v/2$, which lies between $n\pi$ and $n\pi+\pi/2$. On the way it passes the zeros at $\pi/2,\,3\pi/2,\dots,(n-\tfrac12)\pi$, which are $n$ in number. Outside, where the potential exceeds $E$, $\psi''$ has the sign of $\psi$, so the decaying wave has no node. With the phases of (2), $n$ is the number of nodes.

A different starting value for the count would shift $n$ by the same constant in both films. This leaves $k$ unchanged and alters $\phi$ only by a multiple of $2\pi$, which has no physical effect.

## The right solution

Write (1) for both films at the common energy, with $\phi=\phi_s+\phi_v$:

$$
16\,kd+\phi(E)=2\pi\cdot 6,\qquad
26\,kd+\phi(E)=2\pi\cdot 10 .
$$

The two phases $\phi(E)$ are equal because the interfaces and the energy are the same. Subtracting the first line from the second gives

$$
10\,kd=8\pi
\quad\Longrightarrow\quad
k=\frac{4}{5}\,\frac{\pi}{d}=0.8\,\frac{\pi}{d}.
$$

For general thicknesses $N_1<N_2$ the same step gives $k=\pi\,\Delta n/(\Delta N\,d)$. An uncertainty about where the film ends also drops out if it is the same in both films: at a given energy it adds the same amount to each line and cancels like a phase.

The size of the first error can now be traced. Equation (1) gives $k=(n\pi-\phi/2)/(Nd)$ for one film. A wrong total phase therefore produces an error that falls as $1/N$. The hard-wall values exceed $0.8\,\pi/d$ by 0.075 and 0.046 in units of $\pi/d$, and the ratio of these errors is $13/8$ within rounding.

**A second way of counting.** Quantum-well states are also labelled by $\nu=N-n$. In a given film this label falls by one whenever the full wave gains a node. Putting $n=N-\nu$ into (1) gives

$$
2\left(\frac{\pi}{d}-k\right)Nd-\phi=2\pi\nu .
$$

The present states have $\nu=2$ and $\nu=3$. Subtraction gives $\pi/d-k=\pi/(5d)$, which is the same $k$. Had the labels that differ by 4 been values of $\nu$, the result would have been $\pi/d-k=0.8\,\pi/d$, or $k=0.2\,\pi/d$. The kind of label must be known before the formula is used.

## What the data say about the phases

Put $k$ back into the line for 8 layers:

$$
\phi=12\pi-16\times0.8\,\pi=12\pi-12.8\,\pi=-0.8\,\pi .
$$

The line for 13 layers gives $20\pi-20.8\,\pi$, the same value. The sum of the phases is thus determined at this energy, while its division between substrate and vacuum is not.

With $k$ and $\phi$ known, (1) tells which thicknesses have a state at $E$. The number

$$
n(N)=0.8\,N-0.4
$$

must be an integer. It is 6 at $N=8$, then 6.8, 7.6, 8.4 and 9.2, and 10 at $N=13$. Each further five layers add 4, so the state returns at $N=3, 8, 13, 18,\dots$ and at no thickness between. If $N$ in (1) is treated as a continuous variable with $\phi$ fixed, the solutions are spaced by $\pi/(kd)=1.25$ layers. Four such spacings make five layers, the first whole number. The solutions at fractional $N$ are only a counting aid: cutting a film inside a cell would change the vacuum phase.

## A numerical film

A one-dimensional model shows the cancellation at work. Take $d=0.25$ nm, the free electron mass, and a lattice potential $(1\ \text{eV})\cos(2\pi z/d)$ in the film. Energies are measured from the mean potential there. The vacuum is a step at 9 eV, and the substrate is a step of adjustable height.

The film levels were found by finite differences with a step of $d/120$. The substrate step was then adjusted until the 6-node level of 8 layers met the 10-node level of 13 layers. No wavenumber enters this search. The levels meet at $E=3.793$ eV for a substrate step of 5.67 eV. A separate plane-wave calculation for the infinite crystal gives the wavenumber at that energy:

$$
k=0.79998\,\frac{\pi}{d}=10.05\ \text{nm}^{-1}.
$$

The distance from 0.8 is $1.6\times10^{-5}$. With a step twice as long it is $6.4\times10^{-5}$, four times as large, as expected for an error of second order in the step. Halving the step moved the common energy by 0.45 meV.

Equation (2), evaluated with the Bloch wave at this energy, gives $\phi_s=-0.324\,\pi$ and $\phi_v=-0.476\,\pi$. Their sum is $-0.800\,\pi$, the value deduced above from the node counts.

Now replace the vacuum step by an image-type barrier, which starts at 6 eV at the film edge and rises towards 9 eV as the inverse of the distance. The substrate step must then be 7.20 eV for the levels to meet. The separate phases have changed, but the common energy is again 3.793 eV and $k$ is again $0.79998\,\pi/d$. The coincidence selects the energy at which the band has $k=0.8\,\pi/d$, and the interfaces decide whether a coincidence occurs.

For the original barriers, the nearest level at each thickness between the two films lies at this distance from 3.793 eV:

| Layers | $0.8N-0.4$ | Distance (eV) |
|---|---|---|
| 9 | 6.8 | $+0.186$ |
| 10 | 7.6 | $+0.341$ |
| 11 | 8.4 | $-0.305$ |
| 12 | 9.2 | $-0.142$ |

The signs follow from the middle column. At 9 layers the nearest integer is 7, so $n$ must rise by 0.2, which needs a higher energy. At 12 layers it must fall by 0.2. The films of 3 and 18 layers have levels that agree with the common energy to within 0.1 meV.

## When the energies are only nearly equal

Layers come in whole numbers, so two measured levels will generally miss each other by some $\delta=E_{13}-E_8$. Expand the condition for 13 layers about $E_8$ to first order, with primes for energy derivatives:

$$
13d\,(k+k'\delta)+\tfrac12(\phi+\phi'\delta)=\pi(n+4),
\qquad
8d\,k+\tfrac12\phi=\pi n .
$$

Subtracting the second equation from the first gives $5d\,k+\delta\,(13d\,k'+\tfrac12\phi')=4\pi$, and therefore

$$
k(E_8)=\frac{4\pi}{5d}-\delta\,\frac{13d\,k'+\tfrac12\phi'}{5d}.
\tag{3}
$$

In the model, $k'=0.1066\,(\pi/d)$ per eV and $\phi'=0.7625$ rad per eV. In units of $\pi/d$ the factor multiplying $\delta$ is

$$
\frac{13\times0.1066+0.7625/(2\pi)}{5}
=\frac{1.386+0.121}{5}=0.30\ \text{per eV}.
$$

Most of it comes from the band and less than a tenth from the phases.

Raising the substrate step by 1 eV, with all else fixed, separates the levels: $E_8=3.8247$ eV, $E_{13}=3.8135$ eV and $\delta=-0.0112$ eV. Equation (3) predicts $k=0.8+0.30\times0.0112=0.8034$ in units of $\pi/d$. The band calculation at $E_8$ gives 0.8033. Both levels carry the remaining grid error of about 0.15 meV. Without it they are 3.8249 and 3.8137 eV, $\delta$ is unchanged, and the band value is 0.80335.

For a general pair, the factor in (3) is $(N_2d\,k'+\tfrac12\phi')/(\Delta N\,d)$. With $N_1$ fixed and $N_2$ growing, it falls towards $k'$, here 0.107 per eV. Two films of nearly equal thickness make it large, because a small difference $\Delta N$ must then carry the whole error.

## Beside real films

The parameters are round numbers in the rough range of metal films a few nanometres thick, as studied by photoemission. Layer spacings of 0.2 to 0.3 nm and work functions of 4 to 5 eV are typical rough values. With a work function of 4.5 eV, the model state would lie about 0.7 eV below the Fermi level, within reach of photoemission. The substrate step is the least realistic part. A real substrate often confines by a gap in its bands, and its phase can then vary faster with energy. The decaying wave in such a substrate can oscillate, so only the nodes inside the film are to be counted. Its $\kappa$ in (2) can also be negative, which puts $\phi_s$ between $0$ and $\pi$. The argument of the cosine then starts between $0$ and $\pi/2$, so it still passes $n$ zeros inside the film. If $\phi'$ were 3 rad per eV, the factor 0.30 would become $(1.386+0.477)/5=0.37$.

The derivation also assumes that both films have the same layer spacing, which strain can spoil. Stretching the 13-layer film by 0.5 % along $z$, with the potential heights and the 8-layer film unchanged, lowers its model level by 0.037 eV. By (3), a coincidence seen with such a film would misstate $k$ by about $0.011\,\pi/d$, or 1.4 % of its value. In a real metal the stretch also changes the electron density and with it the inner potential, so this figure is only a rough guide. A vacuum level 0.1 eV higher for the thicker film alone moves its level by 1 meV, and $k$ by $0.0003\,\pi/d$.

Misreading the 13-layer level by 0.05 eV, with the 8-layer level read correctly, costs $0.015\,\pi/d$. Temperature broadens the levels. For an assumed electron–phonon coupling $\lambda=0.2$, the high-temperature estimate $2\pi\lambda k_BT$ gives a width of 0.032 eV at 300 K. Even a misreading by this full width would change $k$ by only $0.010\,\pi/d$.

Counting errors are far larger. If the node difference is taken as 3, the formula gives $0.600\,\pi/d$. If the thickness difference is taken as 6 layers, it gives $0.667\,\pi/d$. An error of one layer made in both films alike does no harm to $k$, since only the difference enters.

The model leaves out in-plane structure, the self-consistent rearrangement of charge and many-electron effects. Where these act on each interface separately and equally in both films, they belong to $\phi(E)$ and cancel. Where they depend on thickness, they do not cancel. If they shift the level of the thicker film, (3) converts the shift into an error of $k$. If they shift the level of the thinner film, the error at the common energy has the opposite sign, and $N_1$ replaces $N_2$ in the factor, which is then about 0.19 per eV here. The method also loses accuracy in very thin films, if evanescent waves from one interface reach the other: the phases then depend on $N$, and the subtraction no longer removes them completely.
